Forward and backward recursions for the lesser Green function of a layered channel

## 1. The two sweeps

A transistor channel made of a single atomic layer conducts between a source and a drain held at different chemical potentials. Electrons in it exchange energy with lattice vibrations, so their occupation is not simply a mixture of those of the source and the drain. It has to be calculated at every point and every energy. The lesser Green function G^< holds this information. Its diagonal gives the electron density, and its elements between neighbouring sites give the current.

The scattering rates depend on the occupation, so the calculation is repeated until the two agree. Each repetition needs G^< near the diagonal at perhaps a hundred energies. Inverting a matrix as large as the device each time computes mostly elements that are never used. The question is whether the wanted blocks can be found from small matrices alone.

**The equations to be solved.** Cut the device into N slices across the current, numbered 1 to N from source to drain. Slices may have different numbers of orbitals. The basis is orthonormal, the energy E is real, and the one-electron Hamiltonian H is Hermitian and couples neighbouring slices only. Square brackets label blocks, so H[i,i+1] couples slice i+1 to slice i. Define

A = E − H − Σ^R, G = A⁻¹. (1)

Here Σ^R is the retarded self-energy. It describes how electrons are lost from a state, through scattering or into the contacts. The steady-state lesser function is

G^< = G Σ^< G†, (2)

where Σ^< describes injection. Equation (2) can be read as follows. Sources of random phase, with correlation matrix −iΣ^<, create amplitudes ψ = Gξ, and the correlation matrix of the amplitudes is −iG^<. This is the starting point here. It presumes that every state is coupled to a contact or a scattering bath, so that no memory of an initial occupation survives.

The central assumption is that Σ^R and Σ^< are block diagonal: Σ^<[i,k] = 0 for i ≠ k, and likewise for Σ^R. Inside a slice they may be full matrices. The source contact then enters slice 1 and the drain contact slice N. It follows that A is block tridiagonal, with A[i,i+1] = −H[i,i+1].

**Cutting the device in two.** Let L denote slices 1 to i and R all later slices. Let

g_L = (A_LL)⁻¹ (3)

be the retarded function of the left piece when the coupling to R is cut. Four relations follow from AG = 1 and GA = 1.

The LR block of AG = 1 is A_LL G_LR + A_LR G_RR = 0. Multiplying from the left by g_L gives

G_LR = −g_L A_LR G_RR. (4)

The RL block of GA = 1 is G_RL A_LL + G_RR A_RL = 0. Multiplying from the right by g_L gives

G_RL = −G_RR A_RL g_L. (5)

The LL block of AG = 1 is A_LL G_LL + A_LR G_RL = 1. Solving for G_LL and inserting (5),

G_LL = g_L − g_L A_LR G_RL = (1 + X) g_L, X = g_L A_LR G_RR A_RL. (6)

The RR block of AG = 1 is A_RL G_LR + A_RR G_RR = 1. Inserting (4),

G_RR = (A_RR − A_RL g_L A_LR)⁻¹. (7)

The matrix X describes an excursion: an electron leaves the left piece, propagates on the right with all returns included, and comes back.

**Forward sweep, retarded part.** Consider the device truncated after slice i, and write gᵢ for the last diagonal block of its retarded function. Apply (7) to this truncated device, with slices 1 to i−1 as the left part and slice i as the right part. The coupling A_RL has one nonzero block, A[i,i−1], and it touches only slice i−1. Of the whole matrix g_L, only its last diagonal block gᵢ₋₁ survives in the product. Hence

g₁ = A[1,1]⁻¹,
gᵢ = (A[i,i] − A[i,i−1] gᵢ₋₁ A[i−1,i])⁻¹. (8)

The subtracted term is the self-energy that the left piece exerts on slice i.

**Forward sweep, lesser part.** Return to the general division and take the RR block of (2). Because Σ^< does not link L with R, only two terms appear:

G^<_RR = G_RL Σ^<_L G_RL† + G_RR Σ^<_R G_RR†.

From (5), G_RL† = −g_L† A_RL† G_RR†. The two minus signs cancel in the first term. With the lesser function of the cut left piece,

g^<_L = g_L Σ^<_L g_L†, (9)

the result is

G^<_RR = G_RR (Σ^<_R + A_RL g^<_L A_RL†) G_RR†. (10)

Electrons on the right are injected by the sources there and by what arrives from the left piece. Apply (10) to the device truncated after slice i, again with slice i as the right part, and let g^<ᵢ be the last diagonal block of the truncated lesser function:

g^<₁ = g₁ Σ^<₁ g₁†,
g^<ᵢ = gᵢ (Σ^<ᵢ + A[i,i−1] g^<ᵢ₋₁ A[i,i−1]†) gᵢ†. (11)

**Backward sweep.** After the last slice nothing has been cut off, so

G[N,N] = g_N, G^<[N,N] = g^<_N. (12)

For i < N the influence of the slices to the right must be restored. The coupling A_LR has the single nonzero block A[i,i+1], so the (i,i) block of (6) is

G[i,i] = gᵢ + Xᵢ gᵢ,
Xᵢ = gᵢ A[i,i+1] G[i+1,i+1] A[i+1,i]. (13)

For the lesser function, the LL block of (2) is

G^<_LL = G_LL Σ^<_L G_LL† + G_LR Σ^<_R G_LR†. (14)

Insert (6) in the first term and use (9):

(1 + X) g^<_L (1 + X†) = g^<_L + X g^<_L + g^<_L X† + X g^<_L X†. (15)

By the definition of X, the last term of (15) is

X g^<_L X† = g_L A_LR G_RR (A_RL g^<_L A_RL†) G_RR† A_LR† g_L†.

By (4), the second term of (14) is

G_LR Σ^<_R G_LR† = g_L A_LR G_RR Σ^<_R G_RR† A_LR† g_L†.

These two expressions have the same outer factors. Their sum contains the bracket of (10), and therefore the full lesser function on the right:

g_L A_LR G^<_RR A_LR† g_L†.

This is the step that closes the recursion: the sources on the right need not be remembered one by one. To take the (i,i) block, note that A_RL acts on slice i alone, so X has nonzero columns only in slice i. Therefore (X g^<_L)[i,i] = Xᵢ g^<ᵢ, and

G^<[i,i] = g^<ᵢ + Xᵢ g^<ᵢ + g^<ᵢ Xᵢ† + gᵢ A[i,i+1] G^<[i+1,i+1] A[i,i+1]† gᵢ†. (16)

The first term is the occupation of the cut piece. The next two are interference between direct propagation and an excursion to the right. The last is the occupation fed in from slice i+1.

**Neighbour blocks.** The current needs G^<[i+1,i]. The RL block of (2) is

G^<_RL = G_RL Σ^<_L G_LL† + G_RR Σ^<_R G_LR†.

Insert (5) and G_LL† = g_L†(1 + X†) in the first term, and (4) in the second:

G^<_RL = −G_RR A_RL g^<_L − G_RR A_RL g^<_L X† − G_RR Σ^<_R G_RR† A_LR† g_L†.

Since X† = A_RL† G_RR† A_LR† g_L†, the last two terms again combine through (10) into −G^<_RR A_LR† g_L†. The (i+1,i) block is

G^<[i+1,i] = −G[i+1,i+1] A[i+1,i] g^<ᵢ − G^<[i+1,i+1] A[i,i+1]† gᵢ†. (17)

Equations (8), (11), (12), (13), (16) and (17) are the complete procedure. No step used any symmetry of Σ^<, or any relation between A[i,i+1] and A[i+1,i]. This was tested on five random slices of sizes 2, 3, 1, 4 and 2 with unrelated upper and lower couplings. All blocks agreed with full inversion within 8 × 10⁻¹⁶ of the largest element, and equally well when Σ^< was not anti-Hermitian.

**Cost.** For slices of n orbitals, each slice needs one inversion and a fixed number of n × n products. The work grows as Nn³, against (Nn)³ for full inversion, and the storage as Nn² against (Nn)². With N = 28 the work scales down by N² = 784, apart from prefactors.

**When the sweeps fail.** Dropping the links of Σ^< between slices was essential in (10) and (14). When random links between neighbouring slices were added to Σ^< in the example above, the sweeps were wrong by 0.40 of the largest element of G^<. Larger slices do not cure this, because links across the new borders remain.

The inverses in (8) must also exist. Let

Γ = i(Σ^R − Σ^R†), (18)

so that A is a Hermitian matrix plus iΓ/2. Suppose that all eigenvalues of Γ are at least γ > 0. For any vector x on the left piece, the imaginary part of x†A_LL x is x†Γ_L x/2, so

|A_LL x| |x| ≥ |x†A_LL x| ≥ γ|x|²/2.

Thus A_LL is invertible and the norm of g_L is at most 2/γ. The same bound holds for its block gᵢ. For the random slices with Hermitian H, the largest norm was 0.57 and the bound 3.3 in the same units.

Broadening everywhere is sufficient but not necessary. Without it a pivot can vanish although the device as a whole is regular. Take two sites with A[1,1] = 0, A[1,2] = A[2,1] = 1 and A[2,2] = i/2. The determinant is −1, yet g₁ does not exist: E lies on the level of site 1, which is undamped when cut off. Sweeping from the other end works here, since its pivots are i/2 and 0 − 1/(i/2) = 2i.

**Three slices by hand.** Let each slice hold one site with level zero, and let E = 0.5 eV and H[i,i+1] = −1 eV, so A[i,i+1] = +1 eV. The broadenings are Γ = 1, 0.2 and 1 eV, and the injected fillings f = 1, 0.5 and 0. Then A[i,i] = 0.5 + iΓᵢ/2 and Σ^<ᵢ = ifᵢΓᵢ. In units of eV and 1/eV the forward sweep gives

g₁ = 1/(0.5 + 0.5i) = 1 − i, g^<₁/i = |g₁|² × 1 = 2,
g₂ = 1/(0.5 + 0.1i − g₁) = −0.343 − 0.753i,
g^<₂/i = |g₂|² (0.1 + 2) = 0.685 × 2.1 = 1.438,
g₃ = 1/(0.5 + 0.5i − g₂) = 0.369 − 0.550i,
g^<₃/i = |g₃|² (0 + 1.438) = 0.631.

The last line is already the result for slice 3. Going back, X₂ = g₂G[3,3] = −0.541 − 0.090i, and (13) and (16) give

G[2,2] = (1 + X₂)g₂ = −0.225 − 0.315i,
G^<[2,2]/i = 1.438 (1 − 2 × 0.541) + 0.685 × 0.631
= −0.117 + 0.432 = 0.315 (from unrounded inputs).

The interference terms outweigh the occupation of the cut piece, and the feed from the right restores a positive total. In the same way X₁ = g₁G[2,2] = −0.541 − 0.090i, and G^<[1,1]/i = 2(1 − 1.081) + 2 × 0.315 = 0.468, with the unrounded inputs.

Finally, (17) gives G^<[2,1] = −G[2,2](2i) − 0.315i(1 + i) = −0.315 + 0.135i. The other neighbour block is G^<[3,2] = −0.315 − 0.315i.

## 2. Current, phonons and a channel at work

The device has N slices, with A = E − H − Σ^R, G = A⁻¹ and G^< = GΣ^<G†. H couples neighbouring slices, and the self-energies are block diagonal. The sweeps of the first half supply G[i,i], G^<[i,i] and G^<[i+1,i]. The broadening is Γ = i(Σ^R − Σ^R†). From here on, H is Hermitian and Σ^< is anti-Hermitian, as for physical injection; by (2), G^< is then anti-Hermitian too.

**Current between slices.** Let cᵢ be the column of annihilation operators of slice i. The equation of motion iħ dc/dt = Hc gives the rate at which electrons pass from slice i to slice i+1:

(1/iħ) ⟨c†ᵢ₊₁ H[i+1,i] cᵢ − c†ᵢ H[i,i+1] cᵢ₊₁⟩.

With ⟨c_b† c_a⟩ = −i∫dE G^<_ab/2π, the prefactor becomes (1/iħ)(−i) = −1/ħ. The rate is (1/h)∫dE j, where

j(i→i+1) = tr(H[i,i+1] G^<[i+1,i] − H[i+1,i] G^<[i,i+1]).

Because G^<[i,i+1] = −G^<[i+1,i]†, the second term, with its sign, is the complex conjugate of the first. Using A[i,i+1] = −H[i,i+1],

j(i→i+1) = −2 Re tr(A[i,i+1] G^<[i+1,i]). (19)

In the three-site example both bonds give j = 2 × 0.315 = 0.631. The electric current has magnitude I = (νe/h)∫dE j, where ν counts equivalent spins and valleys.

**Local balance.** Define Σ^> and G^> for empty states by

Σ^> − Σ^< = Σ^R − Σ^R†, G^> = G Σ^> G†. (20)

Since A† − A = Σ^R − Σ^R†, it follows that

G − G† = G(A† − A)G† = G^> − G^<. (21)

The (i,i) block of AG^< = Σ^<G† is

A[i,i]G^<[i,i] + A[i,i+1]G^<[i+1,i] + A[i,i−1]G^<[i−1,i] = Σ^<ᵢ G[i,i]†.

Take twice the real part of the trace, term by term:

- The Hermitian part of A[i,i] gives nothing, because G^< is i times a Hermitian matrix. The part iΓᵢ/2 gives tr(iΓᵢG^<[i,i]) = −tr((Σ^>ᵢ − Σ^<ᵢ)G^<[i,i]).
- The second term gives −j(i→i+1), by (19).
- The third gives +j(i−1→i), because G^<[i−1,i] = −G^<[i,i−1]†.
- The right side gives tr(Σ^<ᵢ(G[i,i]† − G[i,i])) = −tr(Σ^<ᵢ(G^>[i,i] − G^<[i,i])), by (21).

The products Σ^<G^< cancel, leaving

j(i→i+1) − j(i−1→i) = tr(Σ^<ᵢ G^>[i,i] − Σ^>ᵢ G^<[i,i]). (22)

The first term is scattering into empty states at energy E, and the second is scattering out of filled ones.

Two limits are useful. If every bath has the same filling f, then Σ^< = ifΓ, and (21) gives G^< = −f(G − G†): each state is filled to f. If the contacts alone act, apply (22) to slice 1, which has no bond on its left. With Σ^<₁ = if_SΓ_S and Σ^>₁ = −i(1 − f_S)Γ_S, the terms containing two source factors cancel. What remains is

j = T(f_S − f_D), T = tr(Γ_S G[1,N] Γ_D G[1,N]†), (23)

since f_S(1 − f_D) − (1 − f_S)f_D = f_S − f_D. This is the Landauer result.

**Phonons.** Let acoustic and optical phonons act independently at each site, with the lattice in equilibrium. A local strain s shifts the electron energy by Ξs. A cell of area a² with mass density ρ and sound speed v stores the energy ρv²a²s²/2. Setting its mean to kT/2 gives ⟨s²⟩ = kT/(ρv²a²), and so

D_ac = Ξ² kT/(ρv²a²). (24)

An optical displacement u shifts the energy by D₀u. The zero-point value ⟨u²⟩ = ħ/(2ρa²ω) gives

D_op = D₀² ħ/(2ρa²ω). (25)

Let n be the Bose occupation. To lowest order in the coupling, but with the full G inside, the self-energies on each site are

Σ^<(E) = D_ac G^<(E) + D_op[n G^<(E−ħω) + (n+1) G^<(E+ħω)],
Σ^>(E) = D_ac G^>(E) + D_op[n G^>(E+ħω) + (n+1) G^>(E−ħω)]. (26)

Here G stands for its site-diagonal elements. An electron arrives at E by absorbing from below or emitting from above. In the retarded part only Σ^R = (Σ^> − Σ^<)/2 is kept; this drops a real level shift.

Insert (26) in (22) and integrate over energy. The acoustic terms cancel at each E. Each optical in-scattering term cancels an out-scattering term after a shift of E by ħω. The total current is therefore the same through every bond, provided that the G in (26) is the G being solved for. During the iteration it is not, so a spread of the bond currents reveals remaining inconsistency. A small spread alone does not prove consistency: the first pass, without phonons, has none.

If (22) is multiplied by E before integrating, the shift leaves a remainder ħω per event. The heat given to the lattice is then

P = (ν/h) ħω D_op ∑∫dE [(n+1)G^<(E+ħω)G^>(E) − nG^<(E)G^>(E+ħω)], (27)

summed over the sites between two chosen bonds. It must equal the loss of electronic energy flow from the first of these bonds to the second.

**Rounding in the iteration.** For anti-Hermitian g^<, the term g^<X† in (16) equals −(Xg^<)†, which saves a product. A Hermitian rounding error does not obey this relation: its interference terms then drop out of the Hermitian part. In the three-site example that would leave 1.438 + 0.432 = 1.870 in place of 0.315. In the channel below, a uniform Hermitian error is passed on by one acoustic update with a largest factor of 0.74 if g^<X† is formed explicitly, and of 46 with the replacement. The explicit product is used here, and the real part of the diagonal of G^<, which is pure rounding, is discarded.

**The channel.** The example is a ribbon with rough values typical of monolayer MoS₂: mass 0.5 electron masses, ν = 4, Ξ = 4.5 eV, D₀ = 3 × 10⁸ eV/cm, ρ = 3.1 × 10⁻⁶ kg/m², v = 6600 m/s and ħω = 48 meV. The temperature is 300 K. The grid spacing is a = 0.5 nm, with 7 sites across (width 4 nm) and 28 slices. The hopping energy is t = ħ²/(2ma²) = 0.305 eV, and the lowest subband starts at 2t(1 − cos(π/8)) = 0.046 eV.

With s(z) = 1/(1 + e⁻ᶻ) and x in nm, the potential energy in eV is

U(x) = 0.10 s((x − 3.5)/0.6) − 0.30 s((x − 9.5)/0.6), (28)

plus a repulsive Gaussian impurity of height 0.08 eV and radius 0.6 nm at x = 6.5 nm, 1 nm from one edge. The impurity mixes the transverse modes. The source chemical potential is 0.10 eV, and the drain lies 0.20 eV lower. The potential is frozen.

The leads are uniform ribbons without phonons. For a mode at energy z from its band centre, adding one more slice changes nothing, so σ = t²/(z − σ) and

σ = (z − √(z² − 4t²))/2, (29)

with Im σ < 0 inside the band and the decaying root outside.

Equations (24) and (25) give D_ac = 2.5 × 10⁻³ eV² and D_op = 8.4 × 10⁻⁴ eV², with n = 0.185. In a wide sheet at low energy, the density of states per site is 1/(4πt). The golden rule then gives ħ/τ = (D_ac + nD_op)/(2t) = 2.64 × 10⁻³/0.610 = 4.3 meV, and a mobility eτ/m of about 530 cm²/Vs. This holds for electrons with less than 48 meV of kinetic energy; faster ones can also emit optical phonons, which lowers the thermal average at room temperature to about 470 cm²/Vs.

**Results.** The highest point of the lowest local subband edge is 0.169 eV, and the ballistic transmission at the nearest grid energy, 1.4 meV lower, is 0.62. The ballistic current is 0.40 µA, of which about 40% flows below this barrier top, by tunnelling. With phonons, and with potential, bias and temperature held fixed, the current is 0.35 µA, or 89 µA/µm. This is 0.88 of the ballistic value. The ratio measures the effect of scattering with the band edge held fixed; it depends on dropping the real level shift, as discussed below.

Twelve updates, each moving the self-energies 80% of the way to their new values, reduced the spread of the bond currents to 7 × 10⁻⁷ of their mean. Doubling the energy step from 4.8 meV changed the current by 0.02%.

Between the first and the last bond, that is, in slices 2 to 27, the loss of electronic energy flow and the phonon count (27) both give 0.228 nW. This is the small difference of about 0.71 nW of heating and 0.48 nW of cooling, and a finer or shifted energy grid lowers it by 0.002 to 0.003 nW. The total power is 0.3545 µA × 0.2 V = 71 nW, so the net heating of the channel is only 0.3% of it. The lattice is cooled on the source side, where phonon absorption prevails, and heated on the drain side, where emission prevails. Per electron the heat is 0.228 nW/0.3545 µA, or 0.64 meV, which is one net phonon for about 75 electrons. The rest of the energy is carried out through the end bonds towards the leads.

Three further tests concern the sweeps. Ballistic currents agreed with (23), evaluated by full inversion at three energies, within 2 × 10⁻¹⁶. Equation (22) held within 10⁻¹⁵ at all energies and interior slices. With the final self-energies, full inversion at the barrier-top energy reproduced the blocks within 2 × 10⁻¹⁵ of the largest element.

**What the model leaves out.** The frozen potential is a serious limit. The density at the barrier is 7.7 × 10¹¹ cm⁻², which corresponds to 36 mV across an oxide of 1 nm equivalent thickness. That exceeds kT = 26 meV, so predicting the current at a given gate voltage requires solving for the potential as well.

The dropped acoustic level shift reaches 7 meV near the barrier-top energy. If it moved the barrier alone, thermally activated current would change by a factor of up to e^(6.9/25.9) = 1.3. The shift is negative, and the leads have no phonons, so it lowers the channel band against them. Keeping the acoustic shift at the same frozen potential raises the current to 0.42 µA, and adding the optical shift raises it to roughly 0.45 µA. Both exceed the ballistic 0.40 µA. The reduction to 0.88 therefore holds only if the shift is regarded as already absorbed in the potential (28).

An electron at the barrier-top energy, in the lowest subband, has 0.12 eV of kinetic energy along the channel in the source and 0.32 eV in the drain. For these energies:

- The grid lowers the energy at given wave vector by 3% and 9% relative to a parabola.
- With a rough gap of 2 eV, a two-band dispersion would make this motion raise the mass by 12% and 32% of its band-edge value.
- The drain value exceeds a rough upper-valley offset of 0.2 eV, so transfer to those valleys is possible there and is missing.
- It is 0.16 of the gap, too little for impact ionization. The band edge varies by 0.3 eV at most, apart from the impurity, so valence and conduction bands do not overlap in energy. The largest field along the channel, from the smooth potential (28), is 1.2 MV/cm.

Acoustic phonons that reverse the source momentum carry 11 meV, below kT but not negligible, so treating them as elastic is approximate. With a rough interface conductance of 1.5 × 10⁷ W/m²K, the net channel heat, if spread evenly over the ribbon, would warm it by 0.3 K. If all the power were released on the ribbon's area, the rise would be 84 K.

**Beside real devices.** A 4 nm ribbon is so narrow that its current is sensitive to its edges: removing one row of sites raises the subband by 14 meV. The model mobility is also high. Room-temperature measurements on monolayers are, roughly, tens to a hundred cm²/Vs. Real samples break the assumption that the included phonons are the only scatterers besides one impurity; polar phonons, intervalley scattering and charged defects also act.

A rough estimate of the effect writes the current ratio as 1/(1 + r), with r proportional to the scattering rate. The computed 0.88, with the level shift dropped, gives r = 0.14. A mobility of 100 cm²/Vs means a rate about five times larger. Strict proportionality would give r of 0.6 to 0.7, while scaling the phonon couplings of the model by that factor gives about 0.5. The current would fall from 0.35 to somewhere between 0.2 and 0.3 µA at the same potential; no closer figure is justified. Contact resistance would lower it further. The values of the main calculation are in the numerical output.

Numbers as computed

```
random blocks: sweep vs full inverse, rel. error 7.2e-16
same, S_less not anti-Hermitian: rel. error 5.2e-16
slice-linking S_less: rel. error of sweep 0.40
equilibrium limit error 5.7e-17
largest pivot norm 0.567, bound 3.295
toy: E 0.5 eV, hopping -1.0 eV
toy: Gamma (eV) [1.  0.2 1. ] filling [1.  0.5 0. ]
toy slice 1: g +1.0000-1.0000i /eV, g_less/i 2.0000 /eV
toy slice 2: g -0.3425-0.7534i /eV, g_less/i 1.4384 /eV
toy slice 3: g +0.3694-0.5495i /eV, g_less/i 0.6306 /eV
toy slice 1: G +0.3694-0.5495i /eV, G_less/i 0.4685 /eV
toy slice 2: G -0.2252-0.3153i /eV, G_less/i 0.3153 /eV
toy slice 3: G +0.3694-0.5495i /eV, G_less/i 0.6306 /eV
toy G_less(2,1) -0.3153+0.1351i /eV, j 0.6306
toy G_less(3,2) -0.3153-0.3153i /eV, j 0.6306
mass 0.5 m_e, degeneracy 4, T 300 K
spacing 0.5 nm, 7 sites x 28 slices, width 4.0 nm
source mu 0.1 eV, bias 0.2 V, gate barrier 0.1 eV
gate edges 3.5, 9.5 nm, smoothing 0.6 nm
impurity 0.08 eV at (6.5, 1.0) nm, r 0.6 nm
deformation potentials 4.5 eV, 3.0e+08 eV/cm
mass density 3.1e-06 kg/m2, sound 6600 m/s
optical phonon 48 meV, occupation 0.185
hopping t 0.3048 eV, first subband 0.0464 eV
D_ac 2.485e-03 eV2, D_op 8.397e-04 eV2
low-energy sheet mobility of model 535 cm2/Vs
energy points 111, step 4.80 meV
barrier top 0.1686 eV, transmission there 0.621
ballistic current 0.4028 uA
current with phonons 0.3545 uA
  per width 88.6 uA/um
ratio to ballistic 0.8799
ballistic share below barrier top 0.410
Born iterations 12, spread 7.1e-07
Landauer error 1.4e-16, continuity 9.0e-16
device sweep vs full inverse, rel. error 1.9e-15
rounding gain per iteration: explicit 7.40e-01, shortcut 4.60e+01
heat in channel 0.228 nW, from phonon count 0.228 nW
total power I*V 70.89 nW
current change on doubled energy step 0.02 %
dropped real self-energy, acoustic: 6.9 meV
kinetic energy: source 0.122, drain 0.322 eV
lattice dispersion error: source 0.034, drain 0.093
two-band mass increase: source 0.12, drain 0.32 (rough gap 2.0 eV)
drain kinetic energy / upper valley 1.61 (rough offset 0.2 eV)
drain kinetic energy / gap 0.16
largest field 1.18 MV/cm
density at barrier 7.66e+11 /cm2, oxide potential 35.5 mV (EOT 1.0 nm)
acoustic phonon energy 11.0 meV, kT 25.9 meV
subband shift, ribbon one row narrower 14.0 meV
heating: channel heat 0.3 K, all I*V 84 K (rough 1.5e+07 W/m2K)
```
